# Why Repeated Arrhenius Fits of Deprotection Rates Show False Enthalpy–Entropy Compensation

**Question.** The deprotection rate of one chemically amplified resist is measured at a few bake temperatures, and an Arrhenius fit gives an activation enthalpy and an activation entropy. The whole experiment is repeated many times on the same material. A plot of fitted enthalpy against fitted entropy shows a nearly straight line, as if a higher barrier were always paid for by a more favourable entropy. Nothing in the resist has changed between repeats. Where does the line come from, what fixes its slope and length, and what part does the narrow temperature range play?

## The mechanism: a short line with a distant intercept

An Arrhenius plot shows $\ln k$ against $1/T$. Its slope gives the activation energy, and its intercept at $1/T=0$ gives the prefactor. For bakes between 373 and 393 K, the data occupy $1/T$ from about $2.54\times10^{-3}$ to $2.68\times10^{-3}\ \mathrm{K^{-1}}$. The intercept lies some twenty times farther from the data than the data are wide.

The measurements fix the height of the line well in the middle of the range. They fix its tilt less well. If noise makes the fitted line too steep, the line turns about the middle of the data and strikes the distant axis too high. The fit then reports too large an activation energy together with too large a prefactor. In the language of activated states, both enthalpy and entropy are too large. One error of tilt has been reported twice.

The two reported errors nearly cancel in the rate at the middle of the range, because the line was held there by the data. This cancellation is what looks like compensation.

## What is measured, and how noisy it is

Let $m$ be the fraction of protecting groups left after a bake of duration $t$. At fixed acid loading, take deprotection to be first order in the protected groups, with a constant rate $k$:

$$
\frac{dm}{dt}=-km,\qquad m=e^{-kt},\qquad k=-\frac{\ln m}{t}.
$$

Here $k$ is an apparent constant that contains the acid loading. The entropy derived from it therefore also contains the loading, and its absolute value depends on a choice of standard state.

Since $\ln k=\ln(-\ln m)-\ln t$, a small error $\delta m$ gives

$$
\delta\ln k=\frac{\delta m}{m\ln m},\qquad
\sigma=\frac{\sigma_m}{m|\ln m|},
$$

where $\sigma_m$ and $\sigma$ are the standard deviations of $m$ and $\ln k$. This is the leading order in $\delta m$. If a preliminary estimate of $k$ is used to end every bake near $m=1/2$, then $\sigma$ is the same at each temperature. I assume this, and also that errors at different temperatures are independent with zero mean.

## From Arrhenius parameters to enthalpy and entropy

The Arrhenius law is $\ln k=\ln A-E/(RT)$. The Eyring form, with transmission coefficient one, is

$$
k=\frac{k_BT}{h}\,e^{\Delta S/R}\,e^{-\Delta H/(RT)} .
$$

The two laws cannot agree at all temperatures with constant parameters, so they are matched in value and slope at one temperature $T_m$. Write $x=1/T$. The Eyring form contains $\ln T=-\ln x$, whose derivative with respect to $x$ is $-T$. Hence

$$
E=-R\frac{d\ln k}{dx}\bigg|_{T_m}=\Delta H+RT_m .
$$

Equating the values at $T_m$ gives

$$
\ln A=\ln\frac{k_BT_m}{h}+\frac{\Delta S}{R}-\frac{\Delta H}{RT_m}+\frac{E}{RT_m}
=\ln\frac{k_BT_m}{h}+\frac{\Delta S}{R}+1 .
$$

Therefore

$$
\Delta H=E-RT_m,\qquad
\Delta S=R\left[\ln\frac{Ah}{k_BT_m}-1\right].
$$

Because $T_m$ is the same number in every repeat, the conversion only adds constants. With $\delta$ denoting the deviation of a fitted quantity from its true value, and $H$ and $S$ short for $\Delta H$ and $\Delta S$,

$$
\delta H=\delta E,\qquad \delta S=R\,\delta\ln A .
$$

The conversion itself has created no correlation.

## Separating height from tilt

Let there be $n$ bakes at $x_i=1/T_i$, with mean $\bar x$. Choose $T_m=1/\bar x$, the harmonic mean bake temperature, and define

$$
u_i=x_i-\bar x,\qquad \sum_i u_i=0,\qquad S_{xx}=\sum_i u_i^2 .
$$

Write the line about its centre, $\ln k_i=c+bu_i+e_i$, with $b=-E/R$ and measurement error $e_i$. Least squares minimises $\sum_i(\ln k_i-c-bu_i)^2$. Setting the derivatives with respect to $c$ and $b$ to zero, and using $\sum u_i=0$, gives

$$
\hat c=\frac1n\sum_i\ln k_i,\qquad
\hat b=\frac{1}{S_{xx}}\sum_i u_i\ln k_i .
$$

Inserting the true line leaves the errors

$$
\delta c=\frac1n\sum_i e_i,\qquad
\delta b=\frac1{S_{xx}}\sum_i u_ie_i .
$$

Independence and equal variance then give

$$
\mathrm{Var}\,c=\frac{\sigma^2}{n},\qquad
\mathrm{Var}\,b=\frac{\sigma^2}{S_{xx}},\qquad
\mathrm{Cov}(c,b)=\frac{\sigma^2}{nS_{xx}}\sum_i u_i=0 .
$$

Height and tilt have uncorrelated errors. Since $E=-Rb$,

$$
\mathrm{Var}\,H=\frac{R^2\sigma^2}{S_{xx}} .
$$

The correlation appears when the height at the centre is replaced by the intercept. Putting $x=0$, or $u=-\bar x$, into the line gives $\ln A=c-b\bar x=c+E\bar x/R$, so

$$
\boxed{\;\delta S=R\,\delta c+\frac{\delta H}{T_m}\;}
$$

The second term is the lever arm. It copies the enthalpy error into the entropy with a positive sign. The first term is the only part of the entropy error that is independent information.

## The correlation and the slope

Because $\delta c$ and $\delta H$ are uncorrelated,

$$
\mathrm{Cov}(H,S)=\frac{\mathrm{Var}\,H}{T_m},\qquad
\mathrm{Var}\,S=\frac{R^2\sigma^2}{n}+\frac{\mathrm{Var}\,H}{T_m^2}.
$$

The ratio of the first term of $\mathrm{Var}\,S$ to the second is

$$
\frac{R^2\sigma^2}{n}\,\frac{T_m^2S_{xx}}{R^2\sigma^2}
=\frac{S_{xx}}{n\bar x^2}\equiv\varepsilon^2 .
$$

Thus $\varepsilon$ is the rms spread of $1/T$ divided by its mean. Then $\mathrm{Var}\,S=(1+\varepsilon^2)\,\mathrm{Var}\,H/T_m^2$, and the correlation coefficient is

$$
\rho=\frac{\mathrm{Cov}(H,S)}{\sqrt{\mathrm{Var}\,H\;\mathrm{Var}\,S}}
=\frac1{\sqrt{1+\varepsilon^2}} .
$$

The noise $\sigma$ has cancelled. As long as the errors are independent between temperatures, better measurements shorten the false line but do not make it less straight.

Regressing $H$ on $S$ gives the slope $\mathrm{Cov}(H,S)/\mathrm{Var}\,S=T_m/(1+\varepsilon^2)$. Regressing $S$ on $H$ gives $1/T_m$. For small $\varepsilon$ both describe nearly the same line, with a "compensation temperature" equal to the harmonic mean of the temperatures the experimenter chose.

The well-determined combination is the activation free energy at $T_m$, $G=H-T_mS$. Its error is

$$
\delta G=\delta H-T_m\left(R\,\delta c+\frac{\delta H}{T_m}\right)=-RT_m\,\delta c,
\qquad \sigma_G=\frac{RT_m\sigma}{\sqrt n}.
$$

It is uncorrelated with $\delta H$. When $\sigma$ is the same at every temperature, a plot of $H$ against $G$ at $T_m$ therefore removes this artefact, whereas a plot of $H$ against $S$ displays it.

## A worked case

Take $E=100$ kJ/mol, $k=0.0100\ \mathrm{s^{-1}}$ at 383 K, and five bakes at 373, 378, 383, 388 and 393 K. The times needed to reach half conversion fall from 161 s at the coldest bake to 31 s at the hottest. Let the error in the protected fraction be 0.03. Then

$$
\sigma=\frac{0.03}{0.5\times0.693}=0.0866,
$$

or about 9% in each rate. The temperatures give $\bar x=2.6119\times10^{-3}\ \mathrm{K^{-1}}$ and $S_{xx}=1.1635\times10^{-8}\ \mathrm{K^{-2}}$, so $T_m=382.9$ K (109.7 °C) and

$$
\varepsilon=\frac{\sqrt{1.1635\times10^{-8}/5}}{2.6119\times10^{-3}}=0.0185,\qquad
\rho=\frac1{\sqrt{1+0.000341}}=0.99983 .
$$

The standard deviations are

$$
\sigma_H=\frac{8.314\times0.0866}{\sqrt{1.1635\times10^{-8}}}\ \mathrm{J/mol}=6.67\ \mathrm{kJ/mol}\quad(0.069\ \mathrm{eV}),
$$

$$
\sigma_S\simeq\frac{6672}{382.9}=17.4\ \mathrm{J/(mol\,K)},\qquad
\sigma_G=0.123\ \mathrm{kJ/mol}.
$$

The free energy at $T_m$ is known some fifty times better than the enthalpy. In 48,000 simulated repeats, starting from noisy protected fractions and refitting each set, the correlation was 0.99983 and the slope 382.8 K.

The first 24 repeats show what an experimenter would see. The true values are $\Delta H=96.8$ kJ/mol and $\Delta S=-32.5$ J/(mol K). The lowest fitted enthalpy was 81.19 kJ/mol, with entropy −73.86 J/(mol K). The highest was 108.76 kJ/mol, with entropy −1.69 J/(mol K). Between these two repeats,

$$
\frac{108.76-81.19}{-1.69+73.86}\ \frac{\mathrm{kJ/mol}}{\mathrm{J/(mol\,K)}}
=\frac{27570}{72.17}\ \mathrm K=382\ \mathrm K .
$$

The entropy difference of 72 J/(mol K) corresponds to a factor $e^{72.17/8.314}$, nearly 6000, in the prefactor. It could be read as a change from a tightly ordered to a loose transition state. Here it is noise of 9% in five rates.

The covariance also matters when the fit is used. The fitted $\ln k$ at temperature $T$ has variance

$$
\mathrm{Var}\ln k(T)=\sigma^2\left[\frac1n+\frac{(1/T-\bar x)^2}{S_{xx}}\right].
$$

At $T_m$ the standard deviation is 0.039, or about 4% in the rate. If the errors of $H$ and $S$ are quoted separately and combined as if independent, each contributes about 2.1 to the error of $\ln k$, giving $\sqrt{2.1^2+2.1^2}\simeq3.0$. The rate would appear uncertain by a factor of about 19. Extrapolated to 296 K, the correct standard deviation is 0.62, a factor of 1.9, provided that the same Arrhenius law holds down to that temperature.

## What "narrow" means

The formula for $\rho$ compares the spread of $1/T$ with its distance from zero. For two bakes at $T_1<T_2$, the mean of $x$ is $(x_1+x_2)/2$ and the rms spread is $(x_1-x_2)/2$, so

$$
\varepsilon=\frac{x_1-x_2}{x_1+x_2}=\frac{T_2-T_1}{T_2+T_1},\qquad
\frac{T_2}{T_1}=\frac{1+\varepsilon}{1-\varepsilon}.
$$

To lower $\rho$ to 0.9 requires $\varepsilon=\sqrt{1/0.81-1}=0.484$, and hence $T_2/T_1=2.88$. With the cold bake at 373 K, the hot one would be near 1070 K. No resist bake approaches this. For repeats of one resist with independent errors, every practical range is narrow, and the correlation stays close to one.

The range has a stronger effect on the length of the false line. Near $T_m$, $|\delta x|\simeq\delta T/T_m^2$. If $s_T$ is the rms spread of the bake temperatures, then $S_{xx}\simeq ns_T^2/T_m^4$ and

$$
\sigma_H\simeq\frac{R\sigma T_m^2}{\sqrt n\,s_T}.
$$

At fixed noise, number of bakes and central temperature, halving the range doubles the enthalpy error. Widening the example to five equally spaced bakes from 353 to 413 K, with $\sigma$ held fixed, lowers $\sigma_H$ from 6.67 to 2.21 kJ/mol. The correlation falls only from 0.9998 to 0.9985. Halving the noise at the original range gives the complementary result: $\sigma_H$ halves to 3.33 kJ/mol, and the correlation remains 0.9998.

## When the resists really differ

Compensation is usually sought across a series of resists. Suppose their true enthalpies and entropies have standard deviations $s_H$ and $s_S$ and are independent of each other and of the measurement errors. Variances add, while the covariance comes entirely from the errors:

$$
\rho_{\rm obs}=\frac{\mathrm{Var}\,H/T_m}
{\sqrt{(\mathrm{Var}\,H+s_H^2)(\mathrm{Var}\,S+s_S^2)}} .
$$

Here $\mathrm{Var}\,H$ and $\mathrm{Var}\,S$ are still the error variances. Now the range matters greatly, because it decides whether errors or real differences dominate the denominator. Take $s_H=3$ kJ/mol and $s_S=5$ J/(mol K). For bakes from 373 to 393 K,

$$
\rho_{\rm obs}=\frac{6.67^2/0.3829}{\sqrt{(6.67^2+3^2)(17.43^2+5^2)}}=0.88,
$$

with enthalpies in kJ/mol and $T_m$ written as 0.3829 kJ per J/K. Resists with no relation between enthalpy and entropy appear strongly compensated. From 353 to 413 K, with the same $\sigma$, the formula gives 0.449 and simulation 0.455, equal within sampling error. As the errors become small compared with the real spreads, $\rho_{\rm obs}$ tends to the true correlation, here zero.

This is the sense in which a narrow range causes false compensation in a series: it makes the error line long enough to hide the real scatter.

## Telling noise from a real effect

A slope near $T_m$ is a warning, not a proof. A real isokinetic family, whose true Arrhenius lines cross at $T_m$, gives the same slope. What differs is the amount of scatter in $H$. Let $s^2_{H,\rm fit}$ be the sample variance of the fitted enthalpies, and $s^2$ the noise variance estimated from the scatter of the data about their own fitted lines. Compare them through

$$
F=\frac{s^2_{H,\rm fit}\,S_{xx}}{R^2s^2}.
$$

Noise alone gives a value near one. For 24 fits, the numerator has 23 degrees of freedom. Each five-point fit leaves three, so the denominator has 72. For Gaussian errors the 95% limit is 1.68. The 24 repeats above give 1.07, so their enthalpies offer no evidence of real differences.

For a simulated isokinetic family with a true enthalpy spread of 10 kJ/mol, crossing at $T_m$, the slope was again 382.8 K. The expected variance is larger by the factor $1+(10/6.67)^2=3.2$. In groups of 24, $F$ exceeded the limit in 96% of cases, against 5% for noise alone. A large $F$ shows that enthalpies differ by more than the residual noise explains. It does not by itself show that entropies compensate them; that also requires a small real spread of $G$ at the proposed crossing temperature.

## Errors that are not independent

An error in acid loading may shift every $\ln k$ in one run by the same amount, with standard deviation $\tau$ between runs. It changes $c$ but not the slope. Thus $\mathrm{Var}\,H$ is unchanged, $\mathrm{Var}\,S$ gains $R^2\tau^2$, and

$$
\rho=\left[1+\varepsilon^2\left(1+\frac{n\tau^2}{\sigma^2}\right)\right]^{-1/2}.
$$

For $\tau=0.10$ the bracket multiplying $\varepsilon^2$ is 7.7, yet $\rho$ is still 0.9987. In the narrow design the lever arm is so long that this shared error, slightly larger than $\sigma$, hardly disturbs the line. The noise no longer cancels, however: with an error of 0.005 in the protected fraction and the same $\tau$, the formula gives $\rho=0.96$ for 373 to 393 K and 0.76 for 353 to 413 K.

Two other departures act differently. If $\sigma$ varies with temperature, $\mathrm{Cov}(c,b)=\sum_iu_i\sigma_i^2/(nS_{xx})$ need not vanish, and the false compensation temperature moves away from $T_m$. The errors of $H$ and of $G$ at $T_m$ are then correlated as well: baking every sample of the worked case for a fixed 60 s moves the slope to about 385.5 K and gives $H$ and $G$ a correlation of about 0.4 in an unweighted fit. If a temperature-scale error tilts a whole run and changes between runs, it adds to the scatter of $H$ without appearing fully in the residuals. The $F$ ratio can then mistake it for chemistry.

## The model beside a real resist

The parameters are round illustrative values, not those of a particular resist. The wide design needs a bake of only 7 s at 413 K, too short to ignore heating of the wafer. Even in the narrow design, an exponential warm-up from 296 K with a time constant of 1 s shifts the fitted $E$ by −4.3 kJ/mol, because the lost seconds are a larger share of the short hot bakes. Acid loss at $0.001\ \mathrm{s^{-1}}$ at 383 K, with activation energy 50 kJ/mol, shifts it by +1.8 kJ/mol, since the long cold bakes lose more acid. Slow acid transport, modelled as a temperature-independent encounter rate of $0.314\ \mathrm{s^{-1}}$ in series with the reaction, shifts it by −3.3 kJ/mol. Acid diffusion in a real resist is itself thermally activated, which changes this last figure: if the encounter rate had the same activation energy as the reaction, the shift would vanish, and with a larger one it would be positive.

The three shifts calculated here are between about a quarter and two thirds of $\sigma_H$ in size, but the warm-up figure rests on a short time constant. A silicon wafer 775 µm thick on a 100 µm air gap has a time constant of about 4 s, and with the same bake times the shift grows to about −9 kJ/mol for 2 s and −21 kJ/mol for 4 s, well beyond $\sigma_H$. The accuracy of $E$ is therefore limited also by the assumptions that the rate is constant during a bake and follows a single Arrhenius law. A reproducible shift in $\ln k$ moves all repeats together, however, and does not create their scatter. With warm-up included, $\sigma_H$ is 6.81 kJ/mol instead of 6.67 (6.70 when the nonlinearity of $\ln(-\ln m)$ is kept), mainly because the bakes stop short of half conversion, where $m|\ln m|$ is slightly smaller. A random hotplate error of 0.2 K per bake has a similar effect, giving 6.82 kJ/mol. The difference between the Arrhenius and Eyring temperature laws changes $\Delta H$ by less than 1 J/mol for the bakes from 373 to 393 K. The values for the simulated cases are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS AND BAKES
True activation energy: 100.0 kJ/mol
Error of protected fraction: 0.030
T 373 K: k 0.00431 1/s, bake 160.9 s
T 378 K: k 0.00660 1/s, bake 105.0 s
T 383 K: k 0.01000 1/s, bake 69.3 s
T 388 K: k 0.01499 1/s, bake 46.2 s
T 393 K: k 0.02223 1/s, bake 31.2 s
True activation enthalpy: 96.82 kJ/mol
True activation entropy: -32.51 J/(mol K)
PREDICTED ERRORS, 373-393 K
sigma of ln k: 0.0866
Mean of 1/T: 2.611857e-03 1/K
Sxx: 1.1635e-08 1/K^2
Relative spread eps: 0.01847
Harmonic mean T_m: 382.87 K = 109.72 C
sd of H: 6.672 kJ/mol = 0.0692 eV
sd of S: 17.43 J/(mol K)
sd of G at T_m: 0.1232 kJ/mol
Correlation of H and S, formula: 0.999829
Same, 48000 simulated repeats: 0.999830
Simulated slope dH/dS: 382.78 K
FIRST 24 REPEATS OF ONE RESIST
Lowest H: 81.19 kJ/mol, its S: -73.86 J/(mol K)
Highest H: 108.76 kJ/mol, its S: -1.69 J/(mol K)
Correlation: 0.99979
Slope dH/dS: 383.66 K
Variance ratio F: 1.074
95 percent limit of F: 1.680
ERROR OF PREDICTED ln k
At T_m, covariance kept: 0.0387
At T_m, covariance dropped: 2.964
At 296 K, covariance kept: 0.616
NOISE AND RANGE
Half noise: sd of H: 3.328 kJ/mol
Half noise: correlation: 0.999829
353-413 K: sd of H: 2.212 kJ/mol
353-413 K: correlation: 0.998460
Bake time at 413 K: 7.08 s
Two-bake T2/T1 for correlation 0.9: 2.878
DIFFERENT RESISTS, TRUE H AND S INDEPENDENT
True sd: H 3.0 kJ/mol, S 5.0 J/(mol K)
373-393 K correlation: formula 0.877, simulated 0.878
353-413 K correlation: formula 0.449, simulated 0.455
REAL ISOKINETIC FAMILY CROSSING AT T_m
True sd of H: 10.0 kJ/mol
Slope dH/dS: 382.82 K
F above limit: noise only 0.052, family 0.962
NEGLECTED EFFECTS, 373-393 K
E shift, 1 s wafer warm-up: -4.33 kJ/mol
sd of H with warm-up: 6.814 kJ/mol
E shift, acid loss 0.001 1/s at 383 K, 50 kJ/mol: 1.77 kJ/mol
Acid encounter rate (1 nm^2/s, 0.5 nm, 0.05 nm^-3): 0.314 1/s
E shift, acid transport: -3.29 kJ/mol
sd of H with 0.2 K plate error: 6.818 kJ/mol
Correlation with 0.10 run offset in ln k: 0.99869
H shift if Eyring law is true: -0.52 J/mol
```
